\section*{Why a valence active space fails for isotropic hyperfine couplings, part 2}

Should a valence CASSCF give isotropic hyperfine couplings $A$, and if not, what is it missing? The tests are the nitrogen atom ($^4S$) and the methyl radical (a doublet). CAS$(n,m)$ means $n$ electrons in $m$ active orbitals: $(5,4)$ is $2s2p$ of nitrogen, $(7,5)$ adds $1s$, and $(7,7)$ is the full valence space of methyl.

Units are Rydberg atomic units (repulsion $2/r_{12}$, energies in Ry, lengths in $a_0$). The contact spin density $\rho$ at a nucleus at $\mathbf R$, for $M=S$, is the expectation value of $\hat\rho$, i.e. of $2\sum_k\delta(\mathbf r_k-\mathbf R)\,\hat s_{zk}$. Multiplying $\rho$ by $107.70$ ($^{14}$N, quartet), $1124.19$ ($^{13}$C, doublet) or $4469.88$ ($^1$H, doublet) MHz per $a_0^{-3}$ gives $A$.

The ROHF determinant $\Phi_0$, of energy $E_0$, has closed orbitals $i$, open orbitals $t$ and virtual orbitals $a$. Define
\begin{equation}
\hat T_{ai}=\tfrac1{\sqrt2}\big(a^\dagger_{a\alpha}a_{i\alpha}-a^\dagger_{a\beta}a_{i\beta}\big),
\end{equation}
$K_{ai}=\sum_t(at|ti)$ and $g_{ai}=\phi_a(\mathbf R)\phi_i(\mathbf R)$. The normalised spin-$S$ part of $\hat T_{ai}\Phi_0$ is $|\tau_{ai}\rangle$, with weight
\begin{equation}
c^2=\frac{S}{S+1}.
\end{equation}
Its matrix elements are
\begin{equation}
\langle\Phi_0|\hat H|\tau_{ai}\rangle=-\frac{K_{ai}}{c\sqrt2},\qquad
\langle\Phi_0|\hat\rho|\tau_{ai}\rangle=c\sqrt2\,g_{ai}.
\end{equation}

Let $\mu$ run over the $\tau_{ai}$ and the spin-symmetric singles, with $b_\mu=\langle\mu|\hat H|\Phi_0\rangle$, $\mathcal A_{\mu\nu}=\langle\mu|\hat H-E_0|\nu\rangle$ and $x=(\mathcal A^{-1})^{\tau\tau}K$. If $\phi_t(\mathbf R)=0$, the first-order density is
\begin{equation}
\rho^{(1)}=2\sum_{ai}\frac{x_{ai}}{c\sqrt2}\;c\sqrt2\,g_{ai}=2\sum_{i}\phi_i(\mathbf R)\sum_a x_{ai}\,\phi_a(\mathbf R);\label{first}
\end{equation}
otherwise a direct term $\sum_t\phi_t^2$ comes first. Each closed shell splits into $\alpha$ and $\beta$ shapes $\phi_i\pm\delta_i$, with $\delta_i=\frac12\sum_ax_{ai}\phi_a$. For a single pair with $\mathcal A=\Delta$ and second-order energy $E^{(2)}$, the single-pair relation is
\begin{equation}
\big(\rho^{(1)}\big)^2=8c^2g^2\,|E^{(2)}|/\Delta .
\end{equation}

\subsection*{Nitrogen in numbers}

The basis is aug-cc-pVTZ without $f$, with the $s$ shell uncontracted and two tight $s$ functions added. ROHF, the CAS spaces and the singles CI use its $sp$ part (25 functions), which keeps the added active orbital from turning into a $d$ orbital. UHF and all-electron UCCSD use all 40 functions, the latter with the unrelaxed density from the $\Lambda$ equations. UCCSD is a reference level: it omits connected triples, basis completeness, the nuclear cusp and relativity. The values are in the numerical output below, except for those marked as not listed there.

ROHF, CASSCF(5,4) and CASCI(7,5) share the energy $-108.795978$ Ry, and both CAS densities vanish. The matrix elements derived above were tested for both systems in an explicit determinant basis against exchange matrices built separately and against a numerical spin projection, which returns $c^2=0.600000=1.5/2.5$. Equation (\ref{first}) over 22 pairs gives
\begin{equation}
\rho^{(1)}=-0.47309+0.49549=+0.02240\ a_0^{-3}
\end{equation}
for $1s$ plus $2s$. As a test, the coupling $b$ was scaled and the slope of the density from full diagonalisation over all determinants was taken; it is $+0.02239$. The total is under five per cent of either term. The signs, negative for the core and positive for the valence shell, are computed and tested for both systems. A natural reading of the core sign, not derived here, is that exchange draws the nodeless $1s\alpha$ orbital outward toward the $2p$ region and lowers its amplitude at the nucleus.

Variational CI with core singles alone gives $-0.50152\ a_0^{-3}$ for a lowering of $0.000508$ Ry; valence singles alone give $+0.51032$ for $0.009023$ Ry. The core buys the same magnitude of density for $1/18$ of the energy. In the single-pair relation the ratio $\phi_{1s}^2/\phi_{2s}^2=97.631/4.744=21$ at the nucleus favours the core, the larger core $\Delta$ works against it, and $\phi_a$ enters as well; these factors were not separated, so the factor $18$ is a computed result and is not explained by the $21$. The two separate results add to $+0.0088$, whereas the joint CI gives $+0.0325$ and first order gives $+0.0224$. These differences are between two and five per cent of the shell terms but comparable to the total, so neither additivity nor first order can be trusted for the final number.

Adding one optimised $3s$ orbital, CASSCF(5,5) with $1s$ remaining inactive, opens the valence channel and leaves the core closed:
\begin{equation}
A=0.63606\times107.70=+68.5\ \mathrm{MHz},\qquad A_{\mathrm{UCCSD}}=0.07261\times107.70=+7.8\ \mathrm{MHz},
\end{equation}
a ratio of $8.76$. Enlarging the space moved the error relative to UCCSD from $-7.8$ to $+60.7$ MHz, although the energy fell by $108.811296-108.795978=0.015318$ Ry. The excess density, $0.63606-0.07261=0.563$, is mostly matched in size by the missing core term of about $-0.5$. This solution is not the lowest one. It is a minimum only among orbital rotations that keep the imposed $D_{2h}$ symmetry; without symmetry its Hessian has three degenerate negative eigenvalues, so it is a saddle point (not listed in the output). Started from a different virtual $s$ orbital, the same CASSCF(5,5) converges to $-108.823309$ Ry, $0.012$ Ry lower (not listed in the output), with an inactive orbital that is $92$ per cent ROHF $2s$ and with $1s$ active. The core channel is then the open one, and $\rho=-0.53425\ a_0^{-3}$, or $-57.5$ MHz.

The $s\to s$ singles are necessary but not sufficient here. The joint core and valence singles CI gives $+3.5$ MHz, less than half the UCCSD value, and the measured coupling is roughly $10$ MHz. This CI omits the replacements $t\to a$ and, in the $sp$ basis, the $s\to d$ singles as well as all true doubles, so the numbers do not say which of these supply the rest. UHF gives $+20.1$ MHz, $2.6$ times UCCSD, with $\langle\hat S^2\rangle=3.7578$ against the pure $3.75$, so a small contamination does not certify the density. In the $spd$ part of aug-cc-pVQZ, with the same treatment of the $s$ shell, UCCSD stays at $+7.8$ MHz and UHF moves by $0.1$ MHz (not listed in the output).

\subsection*{Methyl in numbers}

The geometry is planar with $r_{\mathrm{CH}}=2.04\,a_0$; the basis is cc-pVDZ with the same treatment of the $s$ shells (49 functions). The $\pi$-only space is ROHF and gives zero at C and H, also when no symmetry is imposed. With the hydrogens bent $10^\circ$ out of the plane, ROHF gives $+0.09821\ a_0^{-3}$ at carbon, or $0.09821\times1124.19=110$ MHz, more than the whole planar UCCSD coupling. A one-dimensional zero-point average on the ROHF bending potential gives an rms angle of about $6^\circ$ and a direct term of roughly $40$ MHz (not listed in the output). The umbrella vibration therefore cannot be ignored when $^{13}$C is compared with a measurement, and the static UCCSD value is not a stand-in for one.

The projection gives $c^2=0.333333=0.5/1.5$, and first order over 92 pairs gives
\begin{align}
\rho^{(1)}_{\mathrm C}&=-0.09997+0.16244=+0.06247\ a_0^{-3},\\
\rho^{(1)}_{\mathrm H}&=\phantom{-}0.00000-0.01803=-0.01803\ a_0^{-3},
\end{align}
with diagonalisation slopes $+0.06246$ and $-0.01802$. The proton has no core term at this precision, because both factors of that term in Eq.~(\ref{first}) are small there: the carbon $1s$ amplitude at the proton, about $8\times10^{-4}$ against $0.24$ for the valence $a_1'$ orbital and about $0.42$ for the degenerate $e'$ pair taken together (not listed in the output), and the sum over $a$. Its coupling is valence $\sigma$ polarisation with no core term to cancel it (the separate valence orbitals were not resolved), and CASSCF(7,7) contains the $\sigma\to\sigma^*$ part of it:
\begin{equation}
A_{\mathrm H}=-0.01979\times4469.88=-88.5\ \mathrm{MHz}
\end{equation}
against $-78.0$ MHz from UCCSD, a ratio of $1.13$. At carbon,
\begin{equation}
A_{\mathrm C}=0.28509\times1124.19=+320.5\ \mathrm{MHz}
\end{equation}
against $+84.4$ MHz, a ratio of $3.80$. These references are not converged in the basis to the digits shown: with cc-pVTZ $s$ and $p$ shells and the cc-pVDZ polarisation functions, UCCSD moves to about $+81$ MHz at C and $-77.6$ MHz at H, and UHF by about $+3$ and $-1$ MHz (not listed in the output). The core singles lower the energy by $0.000158$ Ry, the valence singles by $0.018831$ Ry, and CASSCF(7,7) by $79.246675-79.128558=0.118$ Ry.

The missing core is not the whole error at carbon. The excess over UCCSD is $0.28509-0.07510=0.210\ a_0^{-3}$, while the core singles supply $-0.107$, about half. CASSCF(7,7) overshoots even the valence-only singles CI, $+0.171$, and the same holds for nitrogen, $0.636$ against $0.510$. Equation (\ref{first}) shows one route: the sum over $a$ has no fixed sign term by term, and the CAS truncates it to three $\sigma^*$ orbitals shaped by the energy. That this accounts for the rest is a conjecture. A small admixture of $1s$ into the active orbitals also matters, being amplified by $\phi^2$ of $60.481$ against $2.017$ at the carbon nucleus, but in nitrogen it works the other way: freezing the ROHF $1s$ orbital raises the CASSCF(5,5) density from $0.636$ to $0.694$ (not listed in the output). For methyl its sign was not determined. The numbers do show that adding a core correction to the CAS value, $0.285-0.107=0.178$, still leaves $2.4$ times the reference.

The joint core and valence singles CI from ROHF (without $t\to a$) gives $+78.2$ MHz for C and $-75.3$ MHz for H, $7$ and $3$ per cent smaller in magnitude than UCCSD, with no dynamic correlation in it. Given the nitrogen result, this closeness should not be assumed to carry over to other radicals. UHF gives $+168.3$ and $-122.4$ MHz.

\subsection*{What to change}

The wavefunction or the response equations must admit the $\tau_{ai}$ from every closed shell with amplitude at the nucleus, $1s$ included, into the full external space. Multireference CI with core and valence singles and doubles does so, as does all-electron coupled cluster; on a spin-restricted reference a frozen core removes the negative term, while on a UHF reference it keeps that term at the UHF level. The basis must let $\delta_i$ reshape $1s$ and $2s$ separately, which is the purpose of uncontracting the $s$ shell; in a first-order estimate along the unprojected $\hat T$ for nitrogen, uncontracting changes the total from $-0.064$ to $+0.083\ a_0^{-3}$ when the singles-CI matrix is inverted, and from $+0.010$ to $+0.163\ a_0^{-3}$ when the UHF orbital Hessian is, while the added tight functions raise both shell terms by about three per cent (not listed in the output). Growing the active space by energy criteria does not converge this property in a controlled way, as the step from CASSCF(5,4) to CASSCF(5,5) shows: two of its solutions, both with an added $s$ orbital, give $+68.5$ and $-57.5$ MHz against a reference of $+7.8$ MHz. In these two examples the valence CAS comes near the static UCCSD value in the same basis (within $13$ per cent, while the measured, vibrationally averaged coupling is roughly $-65$ MHz) for one coupling only, that of the proton, where the $\sigma$ and $\sigma^*$ orbitals are active and the nucleus has no core.

\section*{Table of computed values}
\begin{verbatim}
g_e = 2.002319, g(1H) = 5.585695, g(13C) = 1.404824, g(14N) = 0.403761
1 Ry = 3.289842e+09 MHz
A/rho: 14N(S=3/2) 107.70, 13C 1124.19, 1H 4469.88 MHz bohr^3
N basis functions: sp 25, spd 40
N E(ROHF) = -108.795978, CASSCF(5,4) = -108.795978, CASCI(7,5) = -108.795978 Ry
N E(CASSCF(5,5) 2s2p3s) = -108.811296, UCCSD = -109.055472 Ry
N c^2 by projection = 0.600000; excitation pairs = 22
N phi(0)^2 at heavy nucleus, two lowest closed orbitals = 97.631, 4.744 bohr^-3
N first order core    rho = -0.47309 bohr^-3
N first order valence rho = +0.49549 bohr^-3
N first order total   rho = +0.02240 bohr^-3
N diagonalisation slope   = +0.02239 bohr^-3
N singles CI core    rho = -0.50152 bohr^-3, lowering = 0.000508 Ry
N singles CI valence rho = +0.51032 bohr^-3, lowering = 0.009023 Ry
N singles CI all     rho = +0.03248 bohr^-3, lowering = 0.009490 Ry
N CASSCF(5,4)  rho = +0.00000 bohr^-3, A(14N) = +0.00 MHz
N CASCI(7,5)   rho = +0.00000 bohr^-3, A(14N) = +0.00 MHz
N CASSCF(5,5)  rho = +0.63606 bohr^-3, A(14N) = +68.50 MHz
N singles CI   rho = +0.03248 bohr^-3, A(14N) = +3.50 MHz
N UHF          rho = +0.18652 bohr^-3, A(14N) = +20.09 MHz
N UCCSD        rho = +0.07261 bohr^-3, A(14N) = +7.82 MHz
N UHF <S^2> = 3.7578; CASSCF(5,5)/UCCSD = 8.76
CH3 r(CH) = 2.04 bohr, basis functions 49; pairs of numbers are C, H
CH3 E(ROHF) = -79.128558, CASSCF(7,7) = -79.246675, UCCSD = -79.478468 Ry
CH3 ROHF bent 10 deg rho = +0.09821, +0.00210 bohr^-3
CH3 c^2 by projection = 0.333333; excitation pairs = 92
CH3 phi(0)^2 at heavy nucleus, two lowest closed orbitals = 60.481, 2.017 bohr^-3
CH3 first order core    rho = -0.09997, -0.00000 bohr^-3
CH3 first order valence rho = +0.16244, -0.01803 bohr^-3
CH3 first order total   rho = +0.06247, -0.01803 bohr^-3
CH3 diagonalisation slope   = +0.06246, -0.01802 bohr^-3
CH3 singles CI core    rho = -0.10665, -0.00000 bohr^-3, lowering = 0.000158 Ry
CH3 singles CI valence rho = +0.17145, -0.01686 bohr^-3, lowering = 0.018831 Ry
CH3 singles CI all     rho = +0.06958, -0.01686 bohr^-3, lowering = 0.018974 Ry
CH3 pi-only=ROHF rho = +0.00000, +0.00000 bohr^-3; A = +0.0, +0.0 MHz
CH3 CASSCF(7,7)  rho = +0.28509, -0.01979 bohr^-3; A = +320.5, -88.5 MHz
CH3 singles CI   rho = +0.06958, -0.01686 bohr^-3; A = +78.2, -75.3 MHz
CH3 UHF          rho = +0.14971, -0.02738 bohr^-3; A = +168.3, -122.4 MHz
CH3 UCCSD        rho = +0.07510, -0.01744 bohr^-3; A = +84.4, -78.0 MHz
CH3 UHF <S^2> = 0.7614
CH3 CASSCF(7,7)/UCCSD: C 3.80, H 1.13
\end{verbatim}
